# Magnetization and Dead Layer from the Moments of Two Films: test program

```python
"""
Result under test: films with areal moments m(t) = Ms*(t - td) and
(t, m) = (1.0 nm, 0.72 mA), (1.5 nm, 1.32 mA) have
Ms = 1.2e6 A/m and equivalent magnetic dead thickness td = 0.4 nm.
Symbols: t nominal thickness, m moment per area, Ms magnetization of the
added material, td missing moment per area divided by Ms.
Also tested: graded interfaces, error propagation, magnetostatic energy
of a wide film, and thermal magnon loss. SI units are used internally.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

nm = 1e-9
mA = 1e-3
mu0, kB = const.mu_0, const.k
muB = const.physical_constants["Bohr magneton"][0]
g_factor = 2.0

t = np.array([1.0, 1.5]) * nm
m = np.array([0.72, 1.32]) * mA


def infer(thickness, moment):
    """Slope and thickness-axis intercept of the line through two films."""
    slope = (moment[1] - moment[0]) / (thickness[1] - thickness[0])
    return slope, thickness[0] - moment[0] / slope


Ms, td = infer(t, m)
assert abs(Ms / 1.2e6 - 1) < 1e-10
assert abs(td / (0.4 * nm) - 1) < 1e-10


# Integrate magnetization profiles; depth is measured in nm.
def areal_moment(profile, thickness, breaks=()):
    end = thickness / nm
    inside = [b for b in breaks if 0 < b < end]
    edges = [0.0] + inside + [end]
    total = sum(quad(profile, a, b)[0] for a, b in zip(edges[:-1], edges[1:]))
    return Ms * total * nm


td_nm = td / nm
ramp_width = 2 * td_nm


def sharp(z):
    return 1.0 if z > td_nm else 0.0


def ramp(z):
    return min(z / ramp_width, 1.0)


def tail(z):
    return 1 - np.exp(-z / td_nm)


m_sharp = np.array([areal_moment(sharp, x, [td_nm]) for x in t])
m_ramp = np.array([areal_moment(ramp, x, [ramp_width]) for x in t])
m_tail = np.array([areal_moment(tail, x) for x in t])
assert np.allclose(m_sharp, m, rtol=1e-9)
assert np.allclose(m_ramp, m, rtol=1e-9)
M_tail, td_tail = infer(t, m_tail)
assert M_tail < 0.98 * Ms and td_tail < 0.95 * td
thin = 0.5 * nm
thin_sharp = areal_moment(sharp, thin, [td_nm])
thin_ramp = areal_moment(ramp, thin, [ramp_width])
assert thin_ramp > 1.2 * thin_sharp
third = 2.0 * nm
m_third = areal_moment(sharp, third, [td_nm])

# Propagate independent errors and check their small-error limit by sampling.
rel_m, sig_t = 0.02, 0.02 * nm
s = np.sqrt((rel_m * m) ** 2 + (Ms * sig_t) ** 2)
dt = t[1] - t[0]
sig_M = np.hypot(s[0], s[1]) / dt
sig_td = np.hypot(s[0] * (t[1] - td), s[1] * (t[0] - td)) / (Ms * dt)
rng = np.random.default_rng(12)
noise_m = rng.normal(size=(2, 200000))
noise_t = rng.normal(size=(2, 200000))


def sampled_errors(scale):
    moments = m[:, None] * (1 + scale * rel_m * noise_m)
    thicknesses = t[:, None] + scale * sig_t * noise_t
    slopes, intercepts = infer(thicknesses, moments)
    return np.std(slopes), np.std(intercepts)


small_M, small_td = sampled_errors(0.1)
# One percent covers sampling noise and the remaining nonlinearity.
assert abs(small_M / (0.1 * sig_M) - 1) < 0.01
assert abs(small_td / (0.1 * sig_td) - 1) < 0.01
full_M, full_td = sampled_errors(1.0)

M_area, td_area = infer(t, 1.03 * m)
assert abs(M_area / Ms - 1.03) < 1e-10
assert abs(td_area - td) < 1e-8 * nm

# Diamagnetic substrate, with one percent of its moment left uncorrected.
chi_si, substrate, B_read = -4e-6, 0.5e-3, 1.0
background = chi_si * substrate * B_read / mu0
offset = 0.01 * background
M_offset, td_offset = infer(t, m + offset)
assert abs(M_offset / Ms - 1) < 1e-10
assert abs((td_offset - td) + offset / Ms) < 1e-8 * nm

# Axial field from rings of magnetic charge on both faces of a wide disc.
t_mag = t - td
radius = 1e-6
half = t_mag[0] / 2


def ring_field(log_r):
    r = np.exp(log_r)
    return r * r * half / (r * r + half * half) ** 1.5


field_fraction = quad(ring_field, np.log(half * 1e-5), np.log(radius),
                      limit=200)[0]
assert abs(field_fraction - 1) < 1e-3
E_mag = mu0 * m**2 / (2 * t_mag)
E_nominal = mu0 * m**2 / (2 * t)

# Thermal magnons: exchange stiffness A_ex gives energy D*k**2.
temperature, A_ex = 300.0, 15e-12
thermal = kB * temperature
D = 2 * g_factor * muB * A_ex / Ms


def magnon_loss(thickness, gap_field):
    p = np.arange(60)
    energy = g_factor * muB * gap_field + D * (p * np.pi / thickness) ** 2
    number = -thermal / (4 * np.pi * D) * np.log1p(-np.exp(-energy / thermal))
    return g_factor * muB * number.sum()


def lattice_loss(layers, spacing, gap_field, points=800):
    """Sum Bose occupations over modes of a finite simple-cubic slab."""
    k = (np.arange(points) + 0.5) * np.pi / points
    plane = 4 - 2 * np.cos(k)[:, None] - 2 * np.cos(k)[None, :]
    chain = 2 * np.eye(layers) - np.eye(layers, k=1) - np.eye(layers, k=-1)
    chain[0, 0] = chain[-1, -1] = 1
    number = 0.0
    for value in np.linalg.eigvalsh(chain):
        energy = g_factor * muB * gap_field + D / spacing**2 * (plane + value)
        number += np.mean(1 / np.expm1(energy / thermal)) / spacing**2
    return g_factor * muB * number


lattice = np.array([lattice_loss(n, 0.1 * nm, 1.0) for n in (6, 11)])
continuum = np.array([magnon_loss(x, 1.0) for x in t_mag])
# The lattice has a finite spacing, so a few percent difference is expected.
assert np.allclose(lattice, continuum, rtol=0.04)


def low_temperature_fit(gap_field):
    intercept = td
    for _ in range(60):
        loss = np.array([magnon_loss(x - intercept, gap_field) for x in t])
        slope, new_intercept = infer(t, m + loss)
        change = abs(new_intercept - intercept)
        intercept = new_intercept
    assert change < 1e-8 * nm
    return loss, slope, intercept


cold = {B: low_temperature_fit(B) for B in (0.1, 1.0)}
for loss, slope, intercept in cold.values():
    assert 1 < loss[1] / loss[0] < 1.2
    assert 0 < intercept < td
    assert abs(slope / Ms - 1) < 0.03

print(f"Nominal thicknesses: {t[0]/nm:.1f}, {t[1]/nm:.1f} nm")
print(f"Areal moments: {m[0]/mA:.2f}, {m[1]/mA:.2f} mA")
print(f"Thickness difference: {dt/nm:.1f} nm")
print(f"Moment difference: {(m[1]-m[0])/mA:.2f} mA")
print(f"Inferred magnetization Ms: {Ms:.3e} A/m")
print(f"Inferred equivalent dead thickness td: {td/nm:.3f} nm")
print(f"Magnetic thicknesses: {t_mag[0]/nm:.2f}, {t_mag[1]/nm:.2f} nm")
print(f"Naive m/t: {m[0]/t[0]:.2e}, {m[1]/t[1]:.2e} A/m")
print(f"Integrated sharp profile: {m_sharp[0]/mA:.3f}, {m_sharp[1]/mA:.3f} mA")
print(f"Linear ramp width: {ramp_width:.2f} nm")
print(f"Integrated ramp profile: {m_ramp[0]/mA:.3f}, {m_ramp[1]/mA:.3f} mA")
print(f"Thin test film: {thin/nm:.1f} nm")
print(f"Thin film, sharp / ramp: {thin_sharp/mA:.3f} / {thin_ramp/mA:.3f} mA")
print(f"Third film: {third/nm:.1f} nm, predicted moment {m_third/mA:.2f} mA")
print(f"Exponential tail length: {td_nm:.2f} nm")
print(f"Tail moments: {m_tail[0]/mA:.3f}, {m_tail[1]/mA:.3f} mA")
print(f"Tail case inferred Ms: {M_tail:.3e} A/m")
print(f"Tail case inferred td: {td_tail/nm:.3f} nm")
print(f"Moment uncertainty, each film: {100*rel_m:.1f} %")
print(f"Thickness uncertainty, each film: {sig_t/nm:.3f} nm")
print(f"Combined errors s1, s2: {s[0]/mA:.4f}, {s[1]/mA:.4f} mA")
print(f"Propagated uncertainty of Ms: {sig_M:.2e} A/m")
print(f"Propagated uncertainty of td: {sig_td/nm:.3f} nm")
print(f"Sampled uncertainty of Ms: {full_M:.2e} A/m")
print(f"Sampled uncertainty of td: {full_td/nm:.3f} nm")
print(f"Silicon susceptibility (rough): {chi_si:.1e} (dimensionless)")
print(f"Substrate thickness: {substrate*1e3:.2f} mm; field: {B_read:.1f} T")
print(f"Substrate areal moment: {background/mA:.2f} mA")
print(f"One percent residual: {offset/mA:.4f} mA")
print(f"Resulting shift of td: {(td_offset-td)/nm:.4f} nm")
print(f"Disc radius for field test: {radius*1e6:.1f} um")
print(f"Central demagnetizing field / Ms: {field_fraction:.5f}")
print(f"Magnetostatic energy, magnetic thickness: "
      f"{E_mag[0]*1e3:.3f}, {E_mag[1]*1e3:.3f} mJ/m2")
print(f"Magnetostatic energy, nominal thickness: "
      f"{E_nominal[0]*1e3:.3f}, {E_nominal[1]*1e3:.3f} mJ/m2")
print(f"Nominal / magnetic energy ratios: "
      f"{E_nominal[0]/E_mag[0]:.3f}, {E_nominal[1]/E_mag[1]:.3f}")
print(f"Temperature: {temperature:.0f} K; exchange: {A_ex*1e12:.1f} pJ/m")
print(f"Magnon stiffness D: {D/const.e*1e3/nm**2:.3f} meV nm2")
print(f"Thermal energy: {thermal/const.e*1e3:.2f} meV")
print(f"Lattice magnon losses at 1 T: "
      f"{lattice[0]/mA:.4f}, {lattice[1]/mA:.4f} mA")
print(f"Formula magnon losses at 1 T: "
      f"{continuum[0]/mA:.4f}, {continuum[1]/mA:.4f} mA")
for B, (loss, slope, intercept) in cold.items():
    print(f"Gap {B:.1f} T, self-consistent losses: "
          f"{loss[0]/mA:.4f}, {loss[1]/mA:.4f} mA")
    print(f"Gap {B:.1f} T, low-temperature Ms: {slope:.3e} A/m")
    print(f"Gap {B:.1f} T, low-temperature td: {intercept/nm:.3f} nm")
print("OK")
```

It prints:

```
Nominal thicknesses: 1.0, 1.5 nm
Areal moments: 0.72, 1.32 mA
Thickness difference: 0.5 nm
Moment difference: 0.60 mA
Inferred magnetization Ms: 1.200e+06 A/m
Inferred equivalent dead thickness td: 0.400 nm
Magnetic thicknesses: 0.60, 1.10 nm
Naive m/t: 7.20e+05, 8.80e+05 A/m
Integrated sharp profile: 0.720, 1.320 mA
Linear ramp width: 0.80 nm
Integrated ramp profile: 0.720, 1.320 mA
Thin test film: 0.5 nm
Thin film, sharp / ramp: 0.120 / 0.188 mA
Third film: 2.0 nm, predicted moment 1.92 mA
Exponential tail length: 0.40 nm
Tail moments: 0.759, 1.331 mA
Tail case inferred Ms: 1.144e+06 A/m
Tail case inferred td: 0.336 nm
Moment uncertainty, each film: 2.0 %
Thickness uncertainty, each film: 0.020 nm
Combined errors s1, s2: 0.0280, 0.0357 mA
Propagated uncertainty of Ms: 9.07e+04 A/m
Propagated uncertainty of td: 0.062 nm
Sampled uncertainty of Ms: 9.18e+04 A/m
Sampled uncertainty of td: 0.063 nm
Silicon susceptibility (rough): -4.0e-06 (dimensionless)
Substrate thickness: 0.50 mm; field: 1.0 T
Substrate areal moment: -1.59 mA
One percent residual: -0.0159 mA
Resulting shift of td: 0.0133 nm
Disc radius for field test: 1.0 um
Central demagnetizing field / Ms: 0.99970
Magnetostatic energy, magnetic thickness: 0.543, 0.995 mJ/m2
Magnetostatic energy, nominal thickness: 0.326, 0.730 mJ/m2
Nominal / magnetic energy ratios: 0.600, 0.733
Temperature: 300 K; exchange: 15.0 pJ/m
Magnon stiffness D: 2.894 meV nm2
Thermal energy: 25.85 meV
Lattice magnon losses at 1 T: 0.0723, 0.0788 mA
Formula magnon losses at 1 T: 0.0720, 0.0784 mA
Gap 0.1 T, self-consistent losses: 0.1029, 0.1101 mA
Gap 0.1 T, low-temperature Ms: 1.214e+06 A/m
Gap 0.1 T, low-temperature td: 0.322 nm
Gap 1.0 T, self-consistent losses: 0.0724, 0.0793 mA
Gap 1.0 T, low-temperature Ms: 1.214e+06 A/m
Gap 1.0 T, low-temperature td: 0.347 nm
OK
```
